**Canonical, kinetic and conserved angular momentum in a uniform magnetic field**

For a charge q in a uniform field B along z, the kinetic angular momentum Λ = xπ_y − yπ_x, with π = p − qA, is gauge covariant but not conserved. The conserved operator is J = Λ + qB(x² + y²)/2, which equals canonical Lz = xp_y − yp_x in the symmetric gauge. The program asserts the operator identities symbolically, including [H, J] = 0 for an arbitrary gauge function, and the failure of canonical Lz to commute with H in the Landau gauge. On a grid with spectral derivatives it asserts the means and standard deviations for the lowest-Landau-level states k = 0 to 3 of an electron, in both gauges. The output shows a kinetic mean of +1 ħ for each of these states, while the canonical mean is −k ħ with a spread that depends on gauge. For an equal superposition of k = 0 and k = 2, the canonical mean is −1 ħ in the symmetric gauge and −0.2929 ħ in the Landau gauge. Energy differences give an orbital moment of −0.5 atomic units for k = 0 and k = 2, in agreement with qΛ/2 and not with qLz/2. A moving packet, propagated separately in each gauge over half a cyclotron period, shows the kinetic mean rising from 1 to 3 ħ while the mean of J stays at zero.

## Check in Python

```python
"""Angular momentum of a charge in a uniform magnetic field B along z.

Result under test: with pi = p - q A,
  canonical Lz = x p_y - y p_x     depends on gauge,
  kinetic   Lam = x pi_y - y pi_x  is gauge covariant but NOT conserved,
  J = Lam + q B (x^2 + y^2)/2      is conserved in every gauge and equals
                                   canonical Lz in the symmetric gauge.
All lowest-Landau-level (LLL) states of an electron have <Lam> = +1 (hbar).
Hartree atomic units; electron q = -1, mass 1; l = magnetic length.
Landau gauge here means A = (-B y, 0).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

# ---------- operator identities, arbitrary gauge function ----------
x, y = sp.symbols("x y", real=True)
Bs, qs, ms = sp.symbols("B q m", nonzero=True)
f = sp.Function("f")(x, y)


def operators(chi):
    """Operators in the gauge A = symmetric gauge + grad chi."""
    ax = -Bs*y/2 + sp.diff(chi, x)
    ay = Bs*x/2 + sp.diff(chi, y)

    def pix(g):
        return sp.expand(-sp.I*sp.diff(g, x) - qs*ax*g)

    def piy(g):
        return sp.expand(-sp.I*sp.diff(g, y) - qs*ay*g)

    def pi2(g):
        return pix(pix(g)) + piy(piy(g))

    def ham(g):
        return sp.expand(pi2(g)/(2*ms))

    def lam(g):
        return sp.expand(x*piy(g) - y*pix(g))

    def jop(g):
        return sp.expand(lam(g) + qs*Bs*(x**2 + y**2)*g/2)
    return pix, piy, pi2, ham, lam, jop


def canonical(g):
    return sp.expand(-sp.I*(x*sp.diff(g, y) - y*sp.diff(g, x)))


def is_zero(expression):
    return sp.expand(sp.expand(expression).doit()) == 0


chi = sp.Function("chi")(x, y)
pix, piy, pi2, ham, lam, jop = operators(chi)


def guide_x(g):
    return x*g + piy(g)/(qs*Bs)


def guide_y(g):
    return y*g - pix(g)/(qs*Bs)


assert is_zero(pix(piy(f)) - piy(pix(f)) - sp.I*qs*Bs*f)
assert is_zero(ham(jop(f)) - jop(ham(f)))
torque = -qs*Bs/(2*ms)*(x*pix(f) + pix(x*f) + y*piy(f) + piy(y*f))
assert is_zero(sp.I*(ham(lam(f)) - lam(ham(f))) - torque)
assert not is_zero(torque)
dphi_chi = x*sp.diff(chi, y) - y*sp.diff(chi, x)
assert is_zero(canonical(f) - jop(f) - qs*dphi_chi*f)
for guide in (guide_x, guide_y):
    for momentum in (pix, piy):
        assert is_zero(guide(momentum(f)) - momentum(guide(f)))
guide2 = guide_x(guide_x(f)) + guide_y(guide_y(f))
assert is_zero(jop(f) - qs*Bs*guide2/2 + pi2(f)/(2*qs*Bs))
assert is_zero(lam(f) + pi2(f)/(qs*Bs) - guide_x(piy(f)) + guide_y(pix(f)))

# canonical Lz is conserved in the symmetric gauge, not in the Landau gauge
ham_s = operators(sp.Integer(0))[3]
assert is_zero(ham_s(canonical(f)) - canonical(ham_s(f)))
lpix, lpiy, _, ham_l, _, _ = operators(-Bs*x*y/2)
rate = sp.I*(ham_l(canonical(f)) - canonical(ham_l(f)))
expected = qs*Bs/(2*ms)*(y*lpiy(f) + lpiy(y*f) - x*lpix(f) - lpix(x*f))
assert is_zero(rate - expected) and not is_zero(rate)

# ---------- grid representation with spectral derivatives ----------
q, B = -1.0, 0.01
length = 1/np.sqrt(B)
N = 80
step = 20*length/N
axis = -10*length + step*np.arange(N)
X, Y = np.meshgrid(axis, axis, indexing="ij")
R2 = X**2 + Y**2
wave = 2*np.pi*np.fft.fftfreq(N, step)
wave[N//2] = 0.0
P = np.fft.ifft(wave[:, None]*np.fft.fft(np.eye(N), axis=0), axis=0)
PT = P.T.copy()


def potential(gauge, field=B):
    if gauge == "symmetric":
        return -field*Y/2, field*X/2
    return -field*Y, 0*X


def kin_x(psi, A):
    return P @ psi - q*A[0]*psi


def kin_y(psi, A):
    return psi @ PT - q*A[1]*psi


def hamiltonian(psi, A):
    return 0.5*(kin_x(kin_x(psi, A), A) + kin_y(kin_y(psi, A), A))


def kinetic_L(psi, A):
    return X*kin_y(psi, A) - Y*kin_x(psi, A)


def canonical_L(psi, A):
    return X*(psi @ PT) - Y*(P @ psi)


def inner(a, b):
    return np.vdot(a, b)*step**2


def normalise(psi):
    return psi/np.sqrt(inner(psi, psi).real)


def lll(k, field=B):
    """LLL state number k in the symmetric gauge."""
    shape = ((X - 1j*Y)/length)**k
    return normalise(shape*np.exp(-field*R2/4))


def to_gauge(psi, gauge):
    if gauge == "symmetric":
        return psi
    return psi*np.exp(1j*q*(-B*X*Y/2))


def mean_sd(operator, psi, A):
    image = operator(psi, A)
    mean = inner(psi, image).real
    rest = image - mean*psi
    return mean, np.sqrt(inner(rest, rest).real)


def clean(value, digits=4):
    return round(float(value), digits) + 0.0


tesla = physical_constants["atomic unit of mag. flux density"][0]
print(f"field B = {B} a.u. = {B*tesla:.1f} T")
print(f"magnetic length l = {length:.4f} bohr")
print(f"cyclotron energy = {B:.4f} hartree")

gauges = ("symmetric", "Landau")
print("LLL states: mean and standard deviation (sd), in hbar")
for k in range(4):
    for gauge in gauges:
        A = potential(gauge)
        psi = to_gauge(lll(k), gauge)
        energy = inner(psi, hamiltonian(psi, A)).real
        residual = hamiltonian(psi, A) - B/2*psi
        assert np.sqrt(inner(residual, residual).real) < 1e-6*B
        cm, cs = mean_sd(canonical_L, psi, A)
        km, ks = mean_sd(kinetic_L, psi, A)
        sd_can = 0 if gauge == "symmetric" else np.sqrt((k+1)*(k+2)/2)
        assert np.allclose([cm, cs], [-k, sd_can], atol=1e-5)
        assert np.allclose([km, ks], [1, np.sqrt(k+1)], atol=1e-5)
        print(f"k={k} {gauge:9s} E={energy:.5f} hartree "
              f"canonical {clean(cm):.4f} sd {clean(cs):.4f} "
              f"kinetic {clean(km):.4f} sd {clean(ks):.4f}")

# kinetic operator projected on the LLL is the identity
A = potential("symmetric")
basis = [lll(k) for k in range(5)]
block = np.array([[inner(a, kinetic_L(b, A)) for b in basis] for a in basis])
deviation = np.abs(block - np.eye(5)).max()
assert deviation < 1e-6
print(f"projected kinetic 5x5 block equals identity: {deviation < 1e-6}")

print("superposition (k=0 plus k=2)/sqrt2: means in hbar")
mixed = normalise(lll(0) + lll(2))
for gauge, target in zip(gauges, (-1, -1 + 1/np.sqrt(2))):
    A = potential(gauge)
    psi = to_gauge(mixed, gauge)
    cm = mean_sd(canonical_L, psi, A)[0]
    km = mean_sd(kinetic_L, psi, A)[0]
    assert abs(cm - target) < 1e-5 and abs(km - 1) < 1e-5
    print(f"{gauge:9s} canonical {clean(cm):.4f} kinetic {clean(km):.4f}")

# orbital magnetic moment from the energy, compared with q <Lam>/2
print("orbital moment, a.u. (e hbar/m_e)")
dB = 0.02*B
for k in (0, 2):
    energies = []
    for field in (B + dB, B - dB):
        psi = lll(k, field)
        H_psi = hamiltonian(psi, potential("symmetric", field))
        energies.append(inner(psi, H_psi).real)
    moment = -(energies[0] - energies[1])/(2*dB)
    A = potential("symmetric")
    from_kin = q*mean_sd(kinetic_L, lll(k), A)[0]/2
    from_can = q*mean_sd(canonical_L, lll(k), A)[0]/2
    assert abs(moment - from_kin) < 1e-5
    assert abs(moment - from_can) > 0.1
    print(f"k={k} -dE/dB {clean(moment):.4f} q*kinetic/2 "
          f"{clean(from_kin):.4f} q*canonical/2 {clean(from_can):.4f}")

# ---------- moving packet, propagated separately in each gauge ----------
period = 2*np.pi/B
steps = 200
dt = period/6/steps
print(f"cyclotron period T = {period:.2f} a.u. of time")
print("moving packet: means in hbar")
start = normalise(np.exp(-R2/(4*length**2) + 1j*Y/length))
for gauge in gauges:
    A = potential(gauge)
    psi = to_gauge(start, gauge)
    for sample in range(4):
        if sample:
            for _ in range(steps):
                k1 = -1j*hamiltonian(psi, A)
                k2 = -1j*hamiltonian(psi + dt/2*k1, A)
                k3 = -1j*hamiltonian(psi + dt/2*k2, A)
                k4 = -1j*hamiltonian(psi + dt*k3, A)
                psi = psi + dt/6*(k1 + 2*k2 + 2*k3 + k4)
        c = np.cos(2*np.pi*sample/6)
        cm = inner(psi, canonical_L(psi, A)).real
        km = inner(psi, kinetic_L(psi, A)).real
        jm = km + q*B/2*inner(psi, R2*psi).real
        can_target = 0 if gauge == "symmetric" else c*c - c
        assert abs(inner(psi, psi).real - 1) < 1e-5
        assert abs(km - (2 - c)) < 1e-4
        assert abs(cm - can_target) < 1e-4
        assert abs(jm) < 1e-4
        print(f"{gauge:9s} t/T={sample/6:.4f} canonical {clean(cm, 3):.3f} "
              f"kinetic {clean(km, 3):.3f} J {clean(jm, 3):.3f}")

print("tests ok")
```

It prints:

```
field B = 0.01 a.u. = 2350.5 T
magnetic length l = 10.0000 bohr
cyclotron energy = 0.0100 hartree
LLL states: mean and standard deviation (sd), in hbar
k=0 symmetric E=0.00500 hartree canonical 0.0000 sd 0.0000 kinetic 1.0000 sd 1.0000
k=0 Landau    E=0.00500 hartree canonical 0.0000 sd 1.0000 kinetic 1.0000 sd 1.0000
k=1 symmetric E=0.00500 hartree canonical -1.0000 sd 0.0000 kinetic 1.0000 sd 1.4142
k=1 Landau    E=0.00500 hartree canonical -1.0000 sd 1.7321 kinetic 1.0000 sd 1.4142
k=2 symmetric E=0.00500 hartree canonical -2.0000 sd 0.0000 kinetic 1.0000 sd 1.7321
k=2 Landau    E=0.00500 hartree canonical -2.0000 sd 2.4495 kinetic 1.0000 sd 1.7321
k=3 symmetric E=0.00500 hartree canonical -3.0000 sd 0.0000 kinetic 1.0000 sd 2.0000
k=3 Landau    E=0.00500 hartree canonical -3.0000 sd 3.1623 kinetic 1.0000 sd 2.0000
projected kinetic 5x5 block equals identity: True
superposition (k=0 plus k=2)/sqrt2: means in hbar
symmetric canonical -1.0000 kinetic 1.0000
Landau    canonical -0.2929 kinetic 1.0000
orbital moment, a.u. (e hbar/m_e)
k=0 -dE/dB -0.5000 q*kinetic/2 -0.5000 q*canonical/2 0.0000
k=2 -dE/dB -0.5000 q*kinetic/2 -0.5000 q*canonical/2 1.0000
cyclotron period T = 628.32 a.u. of time
moving packet: means in hbar
symmetric t/T=0.0000 canonical 0.000 kinetic 1.000 J 0.000
symmetric t/T=0.1667 canonical 0.000 kinetic 1.500 J 0.000
symmetric t/T=0.3333 canonical 0.000 kinetic 2.500 J 0.000
symmetric t/T=0.5000 canonical 0.000 kinetic 3.000 J 0.000
Landau    t/T=0.0000 canonical 0.000 kinetic 1.000 J 0.000
Landau    t/T=0.1667 canonical -0.250 kinetic 1.500 J 0.000
Landau    t/T=0.3333 canonical 0.750 kinetic 2.500 J 0.000
Landau    t/T=0.5000 canonical 2.000 kinetic 3.000 J 0.000
tests ok
```
